# Open-core crystal-field parameters and the spurious aspherical 4f term, part 2

The crystal field at a rare-earth site can be computed with a spherical 4f density (open core) or with the aspherical density of a chosen 4f state $\Gamma$. Hartree atomic units are used.

Assumptions: (a) $n$ 4f electrons, $n$ integer, occupy $\varphi_m=u(r)Y_{3m}/r$ with one fixed $u$; (b) all other electrons, the rest, stay orthogonal to the $\varphi_m$ in a gapped, nondegenerate minimum; (c) the functional is spin-unpolarized, in the LDA with $E_{xc}=\int e(\rho)\,d^3r$, $v_{xc}=e'$, $f_{xc}=e''$; (d) the crystal field is small against gaps to other $4f^n$ levels.

With $c=\cos\theta$, $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, $C^k_0=P_k(c)$,
$$\int C^{k*}_q\,C^{k'}_{q'}\,d\Omega=\frac{4\pi}{2k+1}\,\delta_{kk'}\delta_{qq'} .\tag{1}$$
Let $T^k_q=\sum_{i=1}^nC^k_q(\hat{\mathbf r}_i)$, $Q_{kq}=\langle T^k_q\rangle_\Gamma$, $n_{\rm sph}=n\,u^2/(4\pi r^2)$, $\delta n=n_\Gamma-n_{\rm sph}$:
$$\delta n(\mathbf r)=\frac{u^2}{r^2}\sum_{k=2,4,6}\frac{2k+1}{4\pi}\sum_qQ^*_{kq}\,C^k_q(\hat{\mathbf r}).\tag{5}$$
$E(\lambda)$ is the rest-minimized energy at 4f density $n_{\rm sph}+\lambda\,\delta n$, with Kohn–Sham potential $V_\lambda$; $V_{\rm KS}=V_0$. Lemma 2: $dE/d\lambda=\int V_\lambda\,\delta n\,d^3r$. Part A: the linear term is the expectation value of
$$H_{\rm CF}=\sum_{k=2,4,6}\sum_{q=-k}^kB^k_q\,T^k_q,\qquad B^k_q=\sqrt{\frac{2k+1}{4\pi}}\int_0^\infty u^2(r)\,V_{kq}(r)\,dr,\tag{3}$$
$$V_{kq}(r)=\int Y^*_{kq}\,V_{\rm KS}\,d\Omega .$$
Part B: the exact 4f repulsion $V_{ee}$ commutes with $\mathbf L,\mathbf S,\mathbf J$, so its expectation value is constant within a $J$ level or $LS$ term.

Part C, proved next: in a free LDA ion with frozen rest, the quadratic term is $\tfrac12\sum_kF^k_{Hxc}\sum_q|Q_{kq}|^2$,
$$F^k_{Hxc}=F^k+\frac{2k+1}{4\pi}\int\frac{u^4}{r^2}f_{xc}\,dr,\qquad F^k=\iint u^2(r)\frac{r_<^k}{r_>^{k+1}}u^2(r')\,dr\,dr' .\tag{4}$$
At most one $F^k_{Hxc}$ vanishes; including $\delta n$ in the potential adds, to first order, $B^{k,\rm self}_q=Q^*_{kq}F^k_{Hxc}$.

$K$ maps density changes to Hartree-plus-xc potentials; $\chi$ is the rest's density response. Radially, with spherical ion density $\rho_0$,
$$(K_kg)(r)=\frac{4\pi}{2k+1}\int\frac{r_<^k}{r_>^{k+1}}\,g(r')\,r'^2dr'+f_{xc}(\rho_0(r))\,g(r),\tag{8}$$
$s=u^2/r^2$, $\langle a,b\rangle=\int ab\,r^2dr$. Lemma 4, for charges $q_j$ at $\mathbf R_j$, $|\mathbf R_j|=R$: to first order $B^k_q=G_{kq}\int u^2w_k\,dr$, $G_{kq}=-\sum_jq_jC^{k*}_q(\hat{\mathbf R}_j)$, $w_k=(1-K_k\chi_k)^{-1}w_k^{\rm b}$, bare $w_k^{\rm b}=r_<^k/r_>^{k+1}$ (comparing $r,R$).

In a $J$ level, $T^k_0=\lambda_k\theta_kO^0_k$, $\lambda_k=\tfrac12,\tfrac18,\tfrac1{16}$, with Wigner–Eckart constants $\theta_k$, $X=J(J+1)$,
$$O^0_2=3J_z^2-X,\qquad O_4^0=35J_z^4-(30X-25)J_z^2+3X^2-6X,$$
$$O_6^0=231J_z^6-(315X-735)J_z^4+(105X^2-525X+294)J_z^2-5X^3+40X^2-60X,$$
$O_6^6=\tfrac12(J_+^6+J_-^6)$, and $H_{\rm CF}=\sum\theta_k\,A_k^q\langle r^k\rangle\,O^q_k$:
$$A_2^0\langle r^2\rangle=\tfrac12B^2_0,\quad A_4^0\langle r^4\rangle=\tfrac18B^4_0,\quad A_6^0\langle r^6\rangle=\tfrac1{16}B^6_0,\quad A_6^6\langle r^6\rangle=\tfrac{\sqrt{231}}{16}B^6_6 .\tag{7}$$

Remark 2's test model: $Z=5$, four relaxed electrons, one frozen f electron ($m=0$), three point charges.

## Proof of part C

By Lemma 2, $E''(0)=\int\delta n\,(dV_\lambda/d\lambda)\,d^3r$. With the rest frozen, $dV_\lambda/d\lambda=K\delta n$, and in a free ion $K$ acts on each component of (5) through $K_k$ of (8):
$$K\delta n=\sum_{kq}\frac{2k+1}{4\pi}Q^*_{kq}\,(K_ks)(r)\,C^k_q .\tag{12}$$
Multiplying by the conjugate form of (5) and using (1),
$$E''(0)=\sum_{kq}\Big(\frac{2k+1}{4\pi}\Big)^2|Q_{kq}|^2\frac{4\pi}{2k+1}\langle s,K_ks\rangle=\sum_{kq}|Q_{kq}|^2\,\frac{2k+1}{4\pi}\langle s,K_ks\rangle .$$
The Hartree part of $\langle s,K_ks\rangle$ is $\tfrac{4\pi}{2k+1}F^k$ and the local part is $\int s^2f_{xc}r^2dr=\int u^4f_{xc}r^{-2}dr$, so the coefficient of $|Q_{kq}|^2$ is $F^k_{Hxc}$ of (4). In a free ion $V_{\rm KS}$ is spherical, $E'(0)=0$, and $E(\lambda)-E(0)=\tfrac12\lambda^2E''(0)+O(\lambda^3)$. The Hartree part is exactly quadratic; the higher orders come from $E_{xc}$.

Write $F^k_{Hxc}=F^k-(2k+1)\kappa$ with $\kappa=-\tfrac1{4\pi}\int u^4f_{xc}r^{-2}dr$, independent of $k$. The integrand of $F^k$ is positive and carries $(r_</r_>)^k$, which falls with $k$, so $F^2>F^4>F^6>0$. If $\kappa\le0$ all three $F^k_{Hxc}$ are positive. If $\kappa>0$ they decrease strictly with $k$. In either case at most one is zero.

This contradicts B for any level in which two of the $\theta_k$ are nonzero. The spherical density is that of the uniform ensemble $\Gamma_0=1/(2J+1)$. The operator $\Gamma_0+\epsilon T^k_0$, restricted to the level, is traceless in its second part and positive for small $\epsilon$, so it is an ensemble of the same level and by B has the same exact energy. Tensors of different $(k,q)$ are orthogonal under the trace, by the orthogonality of the 3j symbols, so its only aspherical moment is $Q_{k0}=\epsilon\,{\rm Tr}(T^k_0)^2\neq0$. The functional gives it the extra energy $\tfrac12F^k_{Hxc}Q_{k0}^2$, which is zero only if $F^k_{Hxc}=0$, and this cannot hold for two values of $k$.

For the potential, including $\delta n$ adds (12) to $V_{\rm KS}$ at first order in $\delta n$. Its $Y_{kq}$ component is $\sqrt{(2k+1)/4\pi}\,Q^*_{kq}K_ks$, and (3) turns it into $\tfrac{2k+1}{4\pi}Q^*_{kq}\int u^2K_ks\,dr=Q^*_{kq}F^k_{Hxc}$. ∎

*Remark 4.* For $|JM\rangle$ only $q=0$ moments survive, since $\langle JM|T^k_q|JM\rangle=0$ for $q\neq0$; write $Q_k(M)$. With the state $M_0$ occupied, the false field puts state $M$ at $\sum_kF^k_{Hxc}Q_k(M_0)Q_k(M)$. For $M=M_0$ this is twice the quadratic energy, and it is positive when all $F^k_{Hxc}$ are: the occupied state is repelled by its own density.

*Remark 5.* $E_H$ and the LDA $E_{xc}$ are invariant under rigid rotation of a free-ion density, and $\sum_q|Q_{kq}|^2$ is invariant accordingly. This does not rescue the degeneracy, because densities of different $|M|$ are not rotated copies of each other. The parameters $B^{k,\rm self}_q$ turn with the state. A density axial about a direction $\hat{\mathbf n}$ contains $Q_kP_k(\hat{\mathbf r}\cdot\hat{\mathbf n})=Q_k\sum_qC^k_q(\hat{\mathbf r})C^{k*}_q(\hat{\mathbf n})$, so its $q=0$ moment is $Q_kP_k(\cos\theta_n)$, and a turn of $90^\circ$ multiplies it by $P_k(0)$, which is $-\tfrac12$ for $k=2$. A quantity that follows the chosen orientation of the 4f cloud is not a property of the lattice.

*Remark 6.* If the rest relaxes, $dV_\lambda/d\lambda=K(\delta n+\chi\,dV_\lambda/d\lambda)$, so $K_k\to(1-K_k\chi_k)^{-1}K_k$ and $F^k_{Hxc}\to F^k_{\rm scr}=\tfrac{2k+1}{4\pi}\langle s,(1-K_k\chi_k)^{-1}K_ks\rangle$. The relaxed energy is a minimum, so it lies at or below the frozen one, and the two agree in value and slope at $\lambda=0$; hence $F^k_{\rm scr}\le F^k_{Hxc}$. The polarization of the rest is physical, but in a free ion the full Hamiltonian commutes with $\mathbf J$, so the proof of B applies to it and polarization cannot split a level either. It changes the coefficients of scalars such as $\sum_qT^k_qT^{k\dagger}_q$, whereas the functional again keeps only $\sum_q|Q_{kq}|^2$.

*Remark 7.* In the local spin-density approximation (LSDA), for a 4f shell with all spins up, $\delta n$ changes only $\rho_\uparrow$ and $f_{xc}$ in (4) is replaced by $f_{\uparrow\uparrow}=\partial^2e/\partial\rho_\uparrow^2$. The factor $2k+1$ remains and so does the conclusion, now for the states $M_L$ at $M_S=S$ of a term that has nonzero moments of at least two of the ranks $k=2,4,6$.

*Remark 8.* The program tests the Hartree part of C in the model of Remark 2: analytic repulsion integrals and $\tfrac12\sum F^kQ_k^2$ both give $1.744698\times10^{-2}$ Ha. The frozen curvature there is $-2.36327\times10^{-2}$ Ha and the relaxed one $-2.38902\times10^{-2}$ Ha, ordered as in Remark 6. The sign is negative: the local term, $-0.0236-2(0.0174)\approx-0.0585$ Ha, overcompensates the Hartree term. The diffuseness of the model shell is not in itself the cause. If the whole density is scaled uniformly in length, the local term built on the exchange kernel $-\tfrac13(3/\pi)^{1/3}\rho^{-2/3}$ and the integrals $F^k$ both scale as an inverse length, and their ratio does not change. By (4) that ratio depends on how large the total density is compared with the shell's own, on the shape of $u$, and on the moments $Q_k$ of the state. The spurious term has no fixed sign.

## What the theorem does and does not cover

Let $\epsilon$ measure the nonspherical field of the surroundings. The term of order $\epsilon\lambda$ is $H_{\rm CF}$ in the form of Lemma 4; formula (3) itself holds to all orders in $\epsilon$. The terms of order $\epsilon^0\lambda^2$ and higher cannot split a level, by B for the repulsion within the shell and by Remark 6 for the polarization of the rest, so their dependence on the state must be removed. The physical state has $\lambda=1$, so $\delta n$ is not small by choice, and stopping at first order rests on this cancellation. Terms of order $\epsilon\lambda^2$ are dropped without such an argument; they include a true two-electron, correlation crystal field from the anisotropy of the screening, which (3) does not contain.

The derivation does not apply where (a) or (b) fails. If 4f states hybridize with ligand or band states, the orbitals are no longer of the form $uY_{3m}/r$, $n$ need not be an integer, and level shifts of second order in the hopping add to (3). Odd-$k$ fields mix 4f with even-parity states such as d and g and thereby shift the levels at second order. Different terms of $4f^n$ may prefer different radial functions. A spin-polarized rest adds an exchange field that (c) leaves out. If (d) fails, (3) still holds but $H_{\rm CF}$ must be diagonalized together with repulsion and spin–orbit coupling.

## Worked example: Nd³⁺ in a trigonal prism

The ion is Nd³⁺, [Xe]4f³, $Z=60$, $N=57$, in all-electron nonrelativistic spin-unpolarized LDA (Slater exchange, VWN correlation) with a spherical 4f density. The radial solver is tested on hydrogenic levels and the LDA virial theorem. The total energy is $-9278.8$ Ha and the 4f, 5s and 5p levels are $-1.2772$, $-2.3158$ and $-1.7470$ Ha. The surroundings are a model: six charges $-0.5$ at $R=4.5$ bohr, polar angles $45^\circ$ and $135^\circ$, azimuths $0^\circ,120^\circ,240^\circ$. The $k=0$ part, constant for $r<R$, is dropped, and the closed shells screen linearly, so the odd-$k$ components play no part. Digits are shown so that the arithmetic can be followed; for a nonrelativistic ion among point charges they describe the model and no material.

The threefold axis allows $q=0,\pm3,\pm6$, and the mirror plane $\theta\to\pi-\theta$, under which $C^k_q$ takes $(-1)^{k+q}$, removes $q=\pm3$ for even $k$. All six charges contribute equally, with $-\sum q_j=3$. At $c^2=\tfrac12$, $P_2=\tfrac14$, $P_4=\tfrac18(\tfrac{35}4-15+3)=-0.40625$, $P_6=\tfrac1{16}(\tfrac{231}8-\tfrac{315}4+\tfrac{105}2-5)=-0.14844$ and $\sin^6\theta=\tfrac18$. Hence $G_{20}=0.75000$, $G_{40}=-1.21875$, $G_{60}=-0.44531$, $G_{66}=3\sqrt{231}/256=0.17811$.

The moments are $\langle r^2\rangle=1.0880$, $\langle r^4\rangle=2.8412$, $\langle r^6\rangle=14.8265$ in $\text{bohr}^k$, and for example $1.0880/4.5^3=1.1940\times10^{-2}$ Ha. The radial integrals, in Ha, are:

| $k$ | $\langle r^k\rangle/R^{k+1}$ | bare | screened | $1-$ screened/bare |
|---|---|---|---|---|
| 2 | $1.1940\times10^{-2}$ | $1.1935\times10^{-2}$ | $8.5537\times10^{-3}$ | 0.283 |
| 4 | $1.5397\times10^{-3}$ | $1.5307\times10^{-3}$ | $1.4010\times10^{-3}$ | 0.085 |
| 6 | $3.9678\times10^{-4}$ | $3.8227\times10^{-4}$ | $3.8940\times10^{-4}$ | $-0.019$ |

The bare integral lies below the first column because for $r>R$ the weight $r^k/R^{k+1}$ is replaced by the smaller $R^k/r^{k+1}$; the loss grows with $k$, because the factor $r^k$ gives more weight to the region beyond $R$ and the ratio $(R/r)^{2k+1}$ of the two weights falls faster there, and it reaches 3.7% of the first column at $k=6$. The closed shells remove 28% of the bare $k=2$ field and slightly enhance the $k=6$ field. The last digit of the bare and screened $k=6$ integrals is not converged; on a finer radial discretization both rise by $2\times10^{-8}$ Ha. These values exclude transitions into 4f, by (b), and the exclusion matters: admitting transitions from the closed shells into the empty part of the 4f shell, with weight $11/14$, raises the shielding to 0.39 at $k=2$ and 0.11 at $k=4$, and lowers $B^2_0$ and the total splitting found below by about 15%.

The parameters are $B^2_0=0.75\times8.5537\times10^{-3}=6.415\times10^{-3}$ Ha (1408 cm⁻¹), $B^4_0=-1.21875\times1.4010\times10^{-3}=-1.7075\times10^{-3}$ Ha ($-375$ cm⁻¹), $B^6_0=-0.44531\times3.8940\times10^{-4}=-1.734\times10^{-4}$ Ha ($-38$ cm⁻¹) and $B^6_6=0.17811\times3.8940\times10^{-4}=6.936\times10^{-5}$ Ha (15 cm⁻¹). By (7) the Stevens parameters are $3.208\times10^{-3}$, $-2.134\times10^{-4}$, $-1.084\times10^{-5}$ and $6.588\times10^{-5}$ Ha.

The moments $Q_k(M)=\lambda_k\theta_kO_k^0(M)$ of ${}^4I_{9/2}$ and the diagonal energies $\sum_kB^k_0Q_k$ are:

| $\lvert M\rvert$ | $Q_2$ | $Q_4$ | $Q_6$ | energy ($10^{-4}$ Ha) |
|---|---|---|---|---|
| 9/2 | $-0.11570$ | $-0.05502$ | $-0.03590$ | $-6.42$ |
| 7/2 | $-0.03857$ | $0.06725$ | $0.13163$ | $-3.85$ |
| 5/2 | $0.01928$ | $0.05196$ | $-0.11966$ | $0.56$ |
| 3/2 | $0.05785$ | $-0.00917$ | $-0.07180$ | $3.99$ |
| 1/2 | $0.07713$ | $-0.05502$ | $0.09573$ | $5.72$ |

For $|M|=9/2$ the sum is $(-7.42+0.94+0.06)\times10^{-4}$ Ha. The operator $O_6^6$ couples $M$ values six apart. The larger element joins $7/2$ to $-5/2$, where the ladder factors give $\sqrt{21\cdot24\cdot25\cdot24\cdot21\cdot16}=10080$ and the coupling has size $3.80\times10^{-5}\times6.59\times10^{-5}\times5040=1.26\times10^{-5}$ Ha. Its second-order shift, $(1.26\times10^{-5})^2/(4.41\times10^{-4})\approx4\times10^{-7}$ Ha, is below the last digit of the table. The five Kramers doublets from diagonalization lie at $0$, $2.57$, $6.98$, $10.42$ and $12.14\times10^{-4}$ Ha, or $0$, $56$, $153$, $229$ and $267$ cm⁻¹. The ground doublet $|M|=9/2$ is the most oblate state, with the most negative $Q_2$, which avoids negative charges with $P_2>0$.

Assumption (d) can be weighed. With $F^0,F^2,F^4,F^6=1.0005,\ 0.4734,\ 0.2965,\ 0.2131$ Ha and the spin–orbit constant $\zeta=\tfrac12\alpha^2\int u^2r^{-1}(dV/dr)\,dr=5.415\times10^{-3}$ Ha ($\alpha$ the fine-structure constant, $V$ the spherical potential), the first $J$ gap is $1.159\times10^{-2}$ Ha, about ten times the splitting. Diagonalizing in all 364 determinants gives a total splitting of $1.117\times10^{-3}$ Ha, 8% below the pure-${}^4I_{9/2}$ value. This difference contains both the spin–orbit admixture of other terms and the mixing of $J$ levels by the field; the two are not separated here. The second is tested to be of second order: relative to first-order theory in the exact lowest ten states, the error at field strengths 0.1 and 0.05 has the ratio 4.001.

For the free ion the exact repulsion energy of ${}^4I$ is $2.81999$ Ha, with a spread over $M$ at the level of rounding, $9\times10^{-16}$ Ha. The functional gives $F^k_{Hxc}=0.3979,\ 0.1606,\ 0.0169$ Ha, that is $\kappa=(0.4734-0.3979)/5=0.0151$ Ha; its local part is tested against finite differences of $E_{xc}$ on an $(r,\theta)$ grid, both giving the second derivative $\sum_kQ_k^2(F^k_{Hxc}-F^k)=-4.12716\times10^{-3}$ Ha for $M=7/2$, twice the exchange-correlation contribution to the energy in the table below. Relaxation lowers the values to $F^k_{\rm scr}=0.3271,\ 0.1537,\ 0.0167$ Ha. For $M=9/2$ the Hartree energy is $\tfrac12[0.4734(0.11570)^2+0.2965(0.05502)^2+0.2131(0.03590)^2]=\tfrac12[6.337+0.898+0.275]\times10^{-3}=3.755\times10^{-3}$ Ha. The spurious energies at $\lambda=1$, with exchange-correlation to second order in $\delta n$, are in $10^{-3}$ Ha:

| $\lvert M\rvert$ | 9/2 | 7/2 | 5/2 | 3/2 | 1/2 | spread |
|---|---|---|---|---|---|---|
| Hartree | 3.755 | 2.869 | 2.014 | 1.354 | 2.834 | 2.40 |
| with LDA xc | 2.917 | 0.805 | 0.412 | 0.716 | 1.504 | 2.51 |
| with relaxation | 2.433 | 0.736 | 0.388 | 0.597 | 1.283 | 2.05 |

The spreads are 527, 550 and 449 cm⁻¹, or 1.98, 2.06 and 1.68 times the crystal-field splitting of $1.214\times10^{-3}$ Ha. The LDA term lowers every entry and yet leaves the spread slightly larger. The reason is in the factor $2k+1$. It nearly removes $k=6$, which dominates $M=5/2$: the three terms go from $\tfrac12[0.18+0.80+3.05]$ to $\tfrac12[0.15+0.43+0.24]$ in $10^{-3}$ Ha. It removes only 16% of $F^2$, which dominates $M=9/2$. In this geometry the term penalizes most the state that the crystal field makes lowest; since the term does not depend on the surroundings, this coincidence comes from the placement of the charges.

In the LSDA, with the kernel evaluated on the same densities and the 4f part assigned to spin up, $\kappa=(0.4734-0.3401)/5=0.0267$ Ha and the coefficients are $0.3401,\ 0.0565,\ -0.1335$ Ha, undercancelled at $k=2$ and overcancelled at $k=6$. The states $M_L=6,\dots,0$ of ${}^4I$ at $M_S=3/2$, exactly degenerate under $V_{ee}$, spread over $7.16\times10^{-3}$ Ha (1571 cm⁻¹), which is 5.9 times the crystal-field splitting of the $J=9/2$ level. Evaluating $E_{xc}$ in full at $\lambda=1$ with the rest frozen, instead of to second order, changes this spread to $7.0\times10^{-3}$ Ha (5.8 times) and the spin-unpolarized one from $2.51$ to $2.50\times10^{-3}$ Ha.

Read from the potential to first order in $\delta n$, with $M=9/2$ occupied and the rest frozen, $B^{2,\rm self}_0=-0.11570\times0.3979=-4.604\times10^{-2}$ Ha, $B^{4,\rm self}_0=-8.84\times10^{-3}$ Ha and $B^{6,\rm self}_0=-6.1\times10^{-4}$ Ha, which are $-7.2$, $5.2$ and $3.5$ times the screened parameters; the $k=6$ value rests on a near cancellation in $F^6_{Hxc}$, so it is the one most changed by higher orders in $\delta n$: with the full $v_{xc}[\rho_0+\delta n]$ the three ratios are $-7.2$, $5.1$ and $2.9$. Added to the true value, the first would reverse the sign of $B^2_0$. Turning the same state by $90^\circ$ changes it to $+2.302\times10^{-2}$ Ha. The false field places $|M|=9/2,\dots,1/2$ at $5.835$, $1.102$, $-1.274$, $-2.539$ and $-3.123\times10^{-3}$ Ha, the first being $2\times2.917\times10^{-3}$ Ha as in Remark 4, a spread of $8.96\times10^{-3}$ Ha (1966 cm⁻¹) in an ion with no surroundings. The program that produces these numbers and its output follow.

## Computed values

```
MODEL: Z=5, cc-pVDZ rest (4 e), frozen f exponent 0.5 bohr^-2
 charge -0.5 e at (0.0, 0.0, 5.0) bohr
 charge -0.3 e at (4.0, 1.0, -2.0) bohr
 charge -0.2 e at (-1.0, 4.5, 1.0) bohr
dE/dlam finite diff, int V_KS dn, bare ext (Ha): 3.894825e-03 3.894604e-03 4.009071e-03
d2E/dlam2 relaxed, frozen rest (Ha): -2.38902e-02 -2.36327e-02
aspherical Hartree: ERI, F^k formula (Ha): 1.744698e-02 1.744698e-02
f levels Fock block (Ha): -0.004874 -0.004833 -0.000592 0.000344 0.001976 0.003510 0.004468
f levels radial B   (Ha): -0.004874 -0.004833 -0.000592 0.000344 0.001976 0.003510 0.004468
Nd3+ nonrelativistic LDA (Slater+VWN), Z=60, N=57
total energy (Ha): -9278.76
eps 4f, 5s, 5p (Ha): -1.2772 -2.3158 -1.7470
dipole shielding, N/Z: 0.9500 0.9500
<r^k> k=2,4,6 (bohr^k): 1.0880 2.8412 14.8265
F^0 F^2 F^4 F^6 (Ha): 1.0005 0.4734 0.2965 0.2131
zeta, first J gap (Ha): 5.4153e-03 1.1586e-02
six charges -0.5 e, R=4.5 bohr, polar angles 45, 135 deg
G 20 40 60 66: 0.75000 -1.21875 -0.44531 0.17811
<r^k>/R^(k+1) (Ha): 1.1940e-02 1.5397e-03 3.9678e-04
int u^2 w bare (Ha): 1.1935e-02 1.5307e-03 3.8227e-04
int u^2 w screened (Ha): 8.5537e-03 1.4010e-03 3.8940e-04
shielding 1-scr/bare: 0.2833 0.0847 -0.0187
B 20 40 60 66 bare (Ha): 8.9516e-03 -1.8655e-03 -1.7023e-04 6.8087e-05
B 20 40 60 66 screened (Ha): 6.4152e-03 -1.7075e-03 -1.7341e-04 6.9357e-05
B 20 40 60 66 screened (cm^-1): 1408.0 -374.7 -38.1 15.2
A<r^k> 20 40 60 66 (Ha): 3.2076e-03 -2.1343e-04 -1.0838e-05 6.5883e-05
theta 2 4 6: -6.42792e-03 -2.91108e-04 -3.79880e-05
Q_2, M=9/2..1/2: -0.11570 -0.03857 0.01928 0.05785 0.07713
Q_4, M=9/2..1/2: -0.05502 0.06725 0.05196 -0.00917 -0.05502
Q_6, M=9/2..1/2: -0.03590 0.13163 -0.11966 -0.07180 0.09573
doublets, pure 4I9/2 (Ha): 0.0000e+00 2.5673e-04 6.9825e-04 1.0415e-03 1.2143e-03
doublets, pure 4I9/2 (cm^-1): 0.0 56.3 153.2 228.6 266.5
doublets, full f^3 (Ha): 0.0000e+00 2.3641e-04 6.4789e-04 9.6257e-04 1.1173e-03
J-mixing error ratio, field 0.1 vs 0.05: 4.001
exact <Vee> of 4I, spread over M (Ha): 2.81999 8.88178e-16
F_Hxc LDA k=2,4,6 (Ha): 0.3979 0.1606 0.0169
F_scr LDA k=2,4,6 (Ha): 0.3271 0.1537 0.0167
F_Hxc LSDA k=2,4,6 (Ha): 0.3401 0.0565 -0.1335
xc curvature M=7/2: finite diff, formula (Ha): -4.12716e-03 -4.12716e-03
spurious E Hartree, M=9/2..1/2 (Ha): 3.755e-03 2.869e-03 2.014e-03 1.354e-03 2.834e-03
spurious E Hxc, M=9/2..1/2 (Ha): 2.917e-03 8.054e-04 4.117e-04 7.161e-04 1.504e-03
spurious E screened, M=9/2..1/2 (Ha): 2.433e-03 7.359e-04 3.882e-04 5.970e-04 1.283e-03
spurious E LSDA, ML=6..0 (Ha): 2.35e-03 -4.81e-03 1.25e-04 -3.24e-03 -2.79e-04 4.04e-04 -1.61e-03
spreads Hartree, Hxc, screened, LSDA (Ha): 2.401e-03 2.506e-03 2.045e-03 7.157e-03
spreads Hartree, Hxc, screened, LSDA (cm^-1): 527 550 449 1571
spreads / true splitting: 1.98 2.06 1.68 5.89
B_self 20 40 60, M=9/2 (Ha): -4.6039e-02 -8.8374e-03 -6.0617e-04
B_self / B screened: -7.18 5.18 3.50
B_self 20 after 90 deg turn (Ha): 2.3020e-02
levels of B_self, M=9/2..1/2 (Ha): 5.835e-03 1.102e-03 -1.274e-03 -2.539e-03 -3.123e-03
their spread (Ha), (cm^-1): 0.008958 1966
```
